# Why Bipolar SiC Switches Pay Off Only at High Blocking Voltage

In a unipolar switch with a uniformly doped drift layer, the voltage dropped across that layer grows as the square of the blocking voltage $V_B$, if the breakdown field is taken as a constant of the material. A bipolar switch with one net forward-biased junction in its main path pays a nearly fixed voltage close to the band gap $E_g$, plus a small drop in a layer flooded with electrons and holes. At current density $J$ the two are equal near

$$V_x\simeq\left(\frac{8\,\epsilon\mu_nF_c^3E_g}{27J}\right)^{1/2},$$

where $\epsilon$ is the permittivity, $\mu_n$ the electron mobility and $F_c$ the critical field at which the layer breaks down. Silicon carbide has both a large gap and a large critical field, and both raise $V_x$. The critical field does most of it: it makes the unipolar competitor so good that the junction voltage is worth paying only in the kilovolt range.

One condition belongs to the statement. The carrier lifetime must be long enough to keep the layer flooded. In the model used here, an undoped layer with near-neutral plasma, a finite lifetime confines the bipolar advantage to a window of blocking voltage; shortening the lifetime narrows the window and finally removes it. The upper edge of that window lies where near-neutrality begins to fail, so its position is only indicative.

The comparison applies to insulated-gate bipolar transistors and thyristors. It does not apply to a bipolar junction transistor in deep saturation, where two forward-biased junctions oppose each other in the main path and their voltages largely cancel.

## The unipolar layer

The algebra uses atomic units, so the elementary charge is 1 and $\epsilon=\epsilon_r/4\pi$. A voltage is then an energy per electron. Numbers are in eV, Å and seconds; since one hartree times one bohr is 14.4 eV Å, the permittivity in these units is $\epsilon=\epsilon_r/(4\pi\times14.4)$ per eV Å.

Take a uniformly doped n-type layer of width $W$ and fully ionized donor density $N$. At the blocking limit the field is $F_c$ at the junction, and Poisson's equation makes its magnitude fall linearly, $F(x)=F_c-Nx/\epsilon$. Its integral is the blocking voltage:

$$V_B=F_cW-\frac{NW^2}{2\epsilon},\qquad\text{so}\qquad N=\frac{2\epsilon(F_cW-V_B)}{W^2}.$$

In the on-state the same donors supply the electrons, and the resistance of unit area is

$$R=\frac{W}{\mu_nN}=\frac{W^3}{2\epsilon\mu_n(F_cW-V_B)}.$$

A thin layer leaves no room for doping, because the field must stay high throughout; a thick layer is a long path. $R$ diverges as $W\to V_B/F_c$ and grows at large $W$, so its one stationary point is the minimum. Setting the derivative of $\ln R$ to zero,

$$\frac3W-\frac{F_c}{F_cW-V_B}=0\;\Rightarrow\;2F_cW=3V_B\;\Rightarrow\;W=\frac{3V_B}{2F_c}.$$

Then $F_cW-V_B=V_B/2$, which gives

$$N=\frac{4\epsilon F_c^2}{9V_B},\qquad R=rV_B^2,\qquad r=\frac{27}{8\epsilon\mu_nF_c^3}.$$

The field at the far end is $F_c-NW/\epsilon=F_c/3$. It is positive, so the whole layer is depleted, as assumed. The unipolar drop is

$$V_u=JrV_B^2.$$

The powers have a direct reading. Doubling $V_B$ doubles the path and halves the permitted doping, hence $V_B^2$. Raising $F_c$ shortens the path as $1/F_c$ and raises the doping as $F_c^2$, hence $F_c^{-3}$. The critical field is taken as a constant of the material; its dependence on doping is left out. If breakdown is instead set by an ionization integral with a rate proportional to $F^7$, the optimal resistance grows as $V_B^{2.5}$.

## The flooded layer

The bipolar layer does not need donors to conduct, so it can be almost undoped. Its blocking field is then flat and its width is $W=V_B/F_c$, two thirds of the unipolar width. This uses the same $F_c$ for a flat and a sloping field; with an ionization rate proportional to $F^7$ the flat field breaks down at about 0.8 of the unipolar peak field and the width ratio is nearer 0.78. In a switch with a p emitter at the far end, a flat field also needs a thin n buffer to stop it, which is left out here.

In the on-state a p emitter at $x=0$ injects holes and an n emitter at $x=W$ injects electrons. Let the injected densities far exceed the background doping. Near-neutrality then makes them equal, and both are called $n(x)$. With current and field $F$ counted positive along $+x$, the electron and hole currents are

$$J_n=\mu_n(nF+kTn'),\qquad J_p=\mu_p(nF-kTn'),$$

with $J_n+J_p=J$. Recombination with lifetime $\tau$ turns hole current into electron current along the way: $J_n'=n/\tau$ and $J_p'=-n/\tau$. Dividing each current by its mobility and subtracting removes the field:

$$\frac{J_n}{\mu_n}-\frac{J_p}{\mu_p}=2kTn'.$$

One more derivative gives

$$n''=\frac n{L^2},\qquad L^2=\frac{2kT\mu_n\mu_p\tau}{\mu_n+\mu_p}.$$

An ideal emitter passes one carrier type. At the p emitter $J_n=0$ and $J_p=J$; at the n emitter $J_p=0$ and $J_n=J$. The equation for $n'$ then fixes both end slopes,

$$n'(0)=-\frac{J}{2kT\mu_p},\qquad n'(W)=\frac{J}{2kT\mu_n},$$

and the solution with these slopes is

$$n(x)=\frac{JL}{2kT\sinh(W/L)}\left[\frac{\cosh\frac{W-x}{L}}{\mu_p}+\frac{\cosh\frac xL}{\mu_n}\right].$$

Integrating $J_n'=n/\tau$ across the layer, where $J_n$ rises from 0 to $J$, gives the stored charge of either sign:

$$\int_0^Wn\,dx=J\tau.$$

The current itself supplies the carriers that conduct it. This is conductivity modulation.

## Why the junction voltage follows the gap

Let $E_n$ and $E_p$ be the electron and hole quasi-Fermi levels on the electron energy scale. For nondegenerate carriers,

$$E_n=E_c+kT\ln\frac n{N_c},\qquad E_p=E_v-kT\ln\frac n{N_v},$$

where $E_c,E_v$ are the band edges and $N_c,N_v$ their effective densities of states. The applied voltage is the electron level in the n emitter minus the hole level in the p emitter. With ideal emitters each of these levels continues unchanged across its thin junction, so the voltage is $V_b=E_n(W)-E_p(0)$. The band edges obey $E_c'=F$, hence $E_c(W)-E_v(0)=E_g+\int_0^WF\,dx$. With $n_L=n(0)$ and $n_R=n(W)$,

$$V_b=V_j+V_m,\qquad V_j=E_g-kT\ln\frac{N_cN_v}{n_Ln_R},\qquad V_m=\int_0^WF\,dx.$$

The gap enters $V_j$ in full, while the current enters through a logarithm multiplied by $kT$. Strong injection therefore does not remove the junction cost; it raises it slowly. Holding electrons and holes together at high density requires their quasi-Fermi levels to be nearly a gap apart.

## Why the plasma drop is small, and when it is not

Adding the two current equations gives the field:

$$F=\frac{J}{(\mu_n+\mu_p)n}-kT\,B\,\frac{n'}n,\qquad B=\frac{\mu_n-\mu_p}{\mu_n+\mu_p}.$$

Integration yields an ohmic and a diffusion term,

$$V_m=\frac{J}{\mu_n+\mu_p}\int_0^W\frac{dx}n+kT\,B\ln\frac{n_L}{n_R}.$$

Since $n$ is proportional to $J$, $V_m$ does not depend on $J$. The diffusion term is never negative: the solution gives $n_L-n_R$ the sign of $1/\mu_p-1/\mu_n$, which is the sign of $B$.

The Cauchy–Schwarz inequality, $W^2\le\int n\,dx\int dx/n$, bounds the ohmic term from below. With $\int n\,dx=J\tau$,

$$V_m\ge\frac{W^2}{(\mu_n+\mu_p)\tau}.$$

**Thin layer, $W\ll L$.** The density is nearly uniform and the ohmic term approaches its bound. Because $4\mu_n\mu_p/(\mu_n+\mu_p)^2=1-B^2$, the definition of $L$ turns the bound into $kT(1-B^2)W^2/2L^2$. The diffusion term is of the same order in $W/L$. Expanding $\cosh(W/L)\simeq1+W^2/2L^2$ in the end densities gives $\ln(n_L/n_R)\simeq BW^2/2L^2$. The sum is

$$V_m\simeq\frac{kT}{2}\left(\frac WL\right)^2.$$

A layer shorter than $L$ thus costs less than about $kT$, which is negligible beside the gap.

**Thick layer, $W\gg L$.** The density becomes two decaying exponentials, $n\simeq ae^{-x/L}+be^{x/L}$, with

$$a=\frac{JL}{2kT\mu_p},\qquad b=\frac{JL}{2kT\mu_n}e^{-W/L}.$$

Nearly all the resistance lies in the depleted middle, so the integral of $1/n$ may be extended to the whole line, where it equals $\pi L/(2\sqrt{ab})$. To leading order

$$V_m\simeq\pi kT\,\frac{\sqrt{\mu_n\mu_p}}{\mu_n+\mu_p}\,e^{W/2L}.$$

Carriers recombine before they reach the middle. Within the near-neutral model this exponential overtakes the quadratic unipolar drop and sets an upper edge to the bipolar advantage. It holds only while the space charge $p-n=\epsilon F'$ adds little drift current beside the diffusion current, which requires $\epsilon F^2\ll kTn$ in the middle. Beyond that the drop follows a power law in $W$, tending to $W^{5/3}$ for double injection into an insulator. That is slower than $V_B^2$, so an upper edge need not exist for every lifetime.

## The crossover and its conditions

For a nearly uniform plasma with equal mobilities, $V_m\simeq V_B^2/[F_c^2(\mu_n+\mu_p)\tau]$. Using this ohmic form as an estimate also for unequal mobilities, and setting $V_u=V_j+V_m$, one finds

$$V_x^2=\frac{V_j}{Jr-\dfrac{1}{F_c^2(\mu_n+\mu_p)\tau}}.$$

Here $V_j$ is evaluated at the mean density $J\tau F_c/V_x$; its dependence on $V_x$ is logarithmic, so a few iterations suffice. Dropping the plasma term and replacing $V_j$ by $E_g$ gives the opening formula.

The denominator must be positive. This requirement does not rest on the uniform estimate: with $V_j>0$, a bipolar win needs $V_u>V_m$, and the lower bound on $V_m$ then demands

$$J>J_{\min}=\frac{8\epsilon F_c\mu_n}{27(\mu_n+\mu_p)\tau}.$$

In terms of charge, the unipolar layer holds $NW=2\epsilon F_c/3$ donors per area, so the condition reads

$$J\tau>\frac49\,\frac{\mu_n}{\mu_n+\mu_p}\,NW.$$

Unless holes are much more mobile than electrons, the injected charge must be at least comparable with the charge that doping provides for nothing. The condition is necessary but not sufficient, since it omits the junction voltage and the sagging of the density in the middle.

## Two layers compared

The example uses round model parameters, not measured data for a material. The wide-gap layer has $E_g=3.2$ eV and $F_c=0.02$ eV/Å; the narrow-gap layer has 1.1 eV and 0.002 eV/Å. All else is shared: $\epsilon_r=10$, $\mu_n=8\times10^{18}$ and $\mu_p=1\times10^{18}$ Å$^2$/(eV s), $\tau=10^{-6}$ s, a temperature of 300 K, and $N_c=N_v=2.51\times10^{-5}$ Å$^{-3}$. The current density is $6\times10^4$ electrons/(Å$^2$ s), or 96 A/cm$^2$.

For the wide-gap layer $r=9.54\times10^{-13}$ Å$^2$ s/eV. At $V_B=1000$ eV,

$$V_u=(6\times10^4)(9.54\times10^{-13})(1000)^2=0.057\ \text{eV}.$$

The bipolar layer drops 3.04 eV, about fifty times more, and nearly all of it is junction voltage. Perfect modulation could not help here, because there is almost no drift drop to save. The drops in eV at other blocking voltages are:

| $V_B$ | $V_u$ | $V_j$ | $V_m$ |
|---:|---:|---:|---:|
| 3000 | 0.52 | 2.99 | 0.006 |
| 6000 | 2.06 | 2.96 | 0.022 |
| 10000 | 5.73 | 2.93 | 0.056 |
| 20000 | 22.9 | 2.91 | 0.245 |

The junction voltage falls slightly with $V_B$ because the same stored charge is spread over a wider layer, which lowers the end densities.

The full drops cross at $V_x=7212$ eV per electron, or 7.2 kV. The uniform-plasma estimate gives 7184 eV and the opening formula 7476 eV. At the crossover the junction takes 2.947 eV and the plasma 0.031 eV. The mean plasma density is $1.66\times10^{-7}$ Å$^{-3}$, 122 times the optimal unipolar doping.

The small plasma drop can be taken apart. With $W=3.61\times10^5$ Å, the lower bound is

$$\frac{(3.61\times10^5)^2}{(9\times10^{18})(10^{-6})}=0.0145\ \text{eV}.$$

The end densities, $2.79\times10^{-7}$ and $1.29\times10^{-7}$ Å$^{-3}$, give a diffusion term of $0.0259\times(7/9)\times\ln(2.16)=0.0155$ eV. The remaining 0.001 eV comes from the nonuniform density in the ohmic integral.

## Which property moves the crossover

The narrow-gap layer first crosses at 128 eV, or 0.13 kV, lower by a factor of 57. Changing one property at a time shows where this factor comes from. When $V_m$ is small, equality of the drops reads $V_x^2\simeq V_j/(Jr)$, so

$$V_x\propto V_j^{1/2}F_c^{3/2}.$$

Giving the wide-gap layer the narrow layer's critical field, with its gap unchanged, lowers the crossover from 7212 to 229 eV. That is a factor of 31.5, against $10^{3/2}=31.6$ from the scaling. Giving it the smaller gap alone lowers the crossover to 3932 eV, a factor of 1.8.

The junction voltage is thus necessary to the argument but supplies the smaller part of the shift. At the narrow-gap layer's critical field, the larger gap would raise the crossover only from 128 to 229 eV, still far below the kilovolt range. In silicon carbide the two properties come together, in part because a carrier needs an energy of the order of the gap to create an electron–hole pair by impact. The size of $F_c$ is nevertheless an input here, not a result, and the factor of ten between the two layers is a round choice. With breakdown set by an ionization rate $AF^7$, rough values of $A$ for silicon and silicon carbide, and each material's own permittivity and mobilities, the crossovers come out near 0.3 and 9 kV. The ratio is then about 27; changing the ionization rate alone gives a factor of about 21 and changing the gap alone about 1.6.

## Why more current is not a way out

At fixed $V_B$ a larger current favours the bipolar layer, since $V_u$ is proportional to $J$ while $V_b$ hardly changes. The opening formula puts the crossover of the wide-gap layer at 1000 eV if

$$J\simeq\frac{3.2}{(9.54\times10^{-13})(10^6)}=3.4\times10^6\ \text{electrons/(Å}^2\,\text{s)}.$$

The heat would be near $3.2J\simeq1.1\times10^7$ eV/(Å$^2$ s), and the mean plasma density would exceed $N_c$, outside the nondegenerate model. The estimate shows only the scale of the demand.

A device that must be cooled is better compared at fixed heat $P$ per area. At the crossover both devices carry the same current at the same drop, so $P=JV_b$ and $P=J^2rV_x^2$. Eliminating $J=P/V_b$,

$$V_x=\frac{V_b}{\sqrt{Pr}}\simeq\frac{E_g}{\sqrt{Pr}}.$$

The gap now enters linearly rather than as a square root, because a larger junction voltage also reduces the current the bipolar device may carry.

For $P=10^5$ eV/(Å$^2$ s), or 160 W/cm$^2$, the wide-gap crossover is 9573 eV, or 9.6 kV, at $J=3.38\times10^4$ electrons/(Å$^2$ s). The formula confirms the arithmetic: $V_b=P/J=2.96$ eV and $\sqrt{Pr}=3.09\times10^{-4}$. The narrow-gap crossover is 99.5 eV. The ratio has grown from 57 to 96. The increase comes from the gap, which now enters through the first power of $V_b$; the critical field still supplies the larger part, a factor of about $10^{3/2}$.

## The lifetime window

Returning to fixed current, shorten the lifetime of the wide-gap layer to $10^{-7}$ s. The diffusion length falls from $2.14\times10^5$ to $6.8\times10^4$ Å. In the near-neutral model the bipolar layer now wins between 7527 and 17075 eV, or 7.5 and 17.1 kV. The lower edge has hardly moved; the upper edge is new within the range examined, 20 to 40000 eV.

At the upper edge $W=8.54\times10^5$ Å and $W/2L=6.3$. The thick-layer formula gives $V_m\simeq0.0255\,e^{6.3}\simeq14$ eV, most of the unipolar drop of 16.7 eV. The junction is no longer the main cost.

This edge lies outside the near-neutral regime: in the middle $F\simeq6.5\times10^{-5}$ eV/Å and $\epsilon F^2/kTn\simeq90$. With Poisson's equation kept, and equal electron and hole lifetimes $\tau/2$, the total drop at 17075 eV is 12.6 eV rather than 16.7 eV, and the edge moves up to about 23000 eV. The edge also depends on the layer being undoped. The minimum density of the two exponentials is $2\sqrt{ab}$, about $1\times10^{-10}$ Å$^{-3}$ here, less than the optimal unipolar doping at the same voltage. A background doping of that size would add carriers in the middle and change the result.

At $\tau=10^{-8}$ s no crossing is found in the range, and the unipolar layer wins throughout it. The necessary condition alone does not show this. Since $J_{\min}$ is 291 electrons/(Å$^2$ s) at $10^{-6}$ s and scales as $1/\tau$, it is $2.9\times10^4$ at $10^{-8}$ s, still below the current used. The loss of carriers in the middle decides the matter, again for an undoped near-neutral layer; the exponential form overstates the size of the drop at such large $W/L$.

## What the model leaves out

Ideal emitters and a constant lifetime fix the stored charge at $J\tau$. Recombination in the emitters, or Auger recombination at high density, lowers it. So does the p body of an insulated-gate bipolar transistor, which collects holes beside the channel. The loss of charge has two opposite effects: the plasma drop rises, but the junction voltage falls because the end densities are lower. Where the plasma drop is small, as at the two fixed-current crossovers, a modest loss of charge moves the crossover little. A large loss in a thick undoped layer can remove the bipolar advantage. On the other side, the channel and substrate of a unipolar switch add resistance; where the bipolar switch lacks the same resistance, the crossover moves down. A lower $\mu_n$ in a hot device also moves it down, as $\mu_n^{1/2}$ at fixed $J$ and $V_b$.

The comparison covers conduction only. The bipolar layer stores $J\tau=0.06$ electrons/Å$^2$, about 80 times the donor charge $NW$ of the unipolar layer at the 7.2 kV crossover. This charge must be extracted or recombine at every turn-off. Any excess switching loss has to be paid from the conduction saving, which vanishes at $V_x$ and at first grows above it, so the blocking voltage at which the bipolar switch becomes worthwhile lies higher still when switching is frequent.

Within the model, the closed expressions agree with a numerical solution of the separate current equations, and Fermi–Dirac statistics change the junction voltage by less than 0.001 eV at the two fixed-current crossovers. These checks concern the algebra and the nondegenerate approximation, not the omitted effects. The numerical output below gives the remaining values.

## Table of computed values

```
temperature 300 K, kT = 0.02585 eV
relative permittivity 10, band density 2.509e-05 A^-3
mobilities n, p: 8.0e+18, 1.0e+18 A^2/(eV s)
lifetime 1.0e-06 s, diffusion length 2.1438e+05 A
current density 6.0e+04 e/(A^2 s) = 96.1 A/cm^2
wide: gap 3.2 eV, critical field 0.020 eV/A, r = 9.5424e-13 A^2 s/eV
narrow: gap 1.1 eV, critical field 0.002 eV/A, r = 9.5424e-10 A^2 s/eV
wide layer: blocking, unipolar, junction, plasma, bipolar total (all eV)
    1000    0.0573   3.0430   0.0007   3.0437
    3000    0.5153   2.9879   0.0061   2.9939
    6000    2.0611   2.9556   0.0221   2.9777
   10000    5.7254   2.9334   0.0559   2.9892
   20000   22.9016   2.9114   0.2449   3.1563
wide crossover: 7212.3 eV per charge = 7.212 kV
  junction 2.9474 eV, plasma 0.0308 eV, total 2.9782 eV
  widths unipolar, bipolar: 5.4093e+05, 3.6062e+05 A
  unipolar doping 1.362e-09 A^-3, mean plasma 1.664e-07 A^-3
  plasma/doping ratio 122.1
  edge plasma densities 2.786e-07, 1.292e-07 A^-3
  estimates: uniform plasma 7184.4 eV, gap only 7476.0 eV
narrow crossover: 127.6 eV per charge = 0.128 kV
  junction 0.9306 eV, plasma 0.0011 eV, total 0.9317 eV
  widths unipolar, bipolar: 9.5676e+04, 6.3784e+04 A
  unipolar doping 7.702e-10 A^-3, mean plasma 9.407e-07 A^-3
  plasma/doping ratio 1221.4
  edge plasma densities 9.637e-07, 9.315e-07 A^-3
  estimates: uniform plasma 127.5 eV, gap only 138.6 eV
crossover ratio wide/narrow: 56.54
wide layer with narrow critical field only: crossover 229.1 eV
wide layer with narrow gap only: crossover 3931.7 eV
necessary current density, wide: 291.10 e/(A^2 s)
lifetime 1e-7 s, wide: bipolar wins from 7527.1 to 17075.2 eV
lifetime 1e-8 s, wide: number of crossings 20 to 40000 eV: 0
fixed heat 1.0e+05 eV/(A^2 s) = 160.2 W/cm^2
  wide: crossover 9572.7 eV, current 3.3817e+04 e/(A^2 s), gap estimate 10359.1 eV
  narrow: crossover 99.5 eV, current 1.0289e+05 e/(A^2 s), gap estimate 112.6 eV
largest voltage error, transport test: 1.9e-11 eV
largest junction error, Fermi-Dirac test: 6.9e-04 eV
```
